Why coherent metal hydrides show pressure hysteresis: a barrier proportional to volume

**1. What scaling and symmetry already fix**

Linear elasticity contains no length. If a body under no external load holds a pattern of metal and hydride on one unbroken lattice, and body and pattern are enlarged together, the strains are unchanged and the elastic energy grows as the volume. The energy is quadratic in the misfit. It vanishes when the composition is uniform, because a free body then simply expands. For a hydride fraction ω and a composition difference Δx these facts require, per metal atom,

E_el = A (Δx)² g(ω),  g(0) = g(1) = 0,  g > 0 between.

Here x is the number of H atoms per metal atom and A is an energy; g depends on the arrangement of the phases as well as on ω. The elastic energy is thus a hump between two single-phase states. Hydrogen gas at fixed pressure does not fix ω, so unless the chemical drive is strong enough to remove the hump, the crystal must cross it to transform, and its height is proportional to the number of atoms. An ordinary nucleation barrier belongs to a small nucleus and does not grow with the crystal.

It remains to find A and g, to see how the chemical energy adds to them, and to weigh what the idealization omits.

**2. The elastic contribution**

Assume small strain, equal elastic constants in both phases, a linear expansion ε0 per unit x, no dislocations, and domains fine compared with the body. The mean strain is free and takes the value ε0x̄, where x̄ is the mean composition. Only the deviation δx = x − x̄ then causes stress.

Take layers normal to [100] in a cubic crystal. Continuity gives all layers the same in-plane dimensions, so the in-plane elastic strain is e = −ε0δx. The normal stress is zero:

C11 e₁ + 2C12 e = 0,  hence e₁ = −2C12 e/C11.

The in-plane stress is

σ = C12 e₁ + (C11 + C12)e = Ye,
Y = C11 + C12 − 2C12²/C11 = (C11 − C12)(C11 + 2C12)/C11.

Two in-plane directions each contribute ½σe, so the energy density is Ye². Multiplying by the volume v per metal atom and averaging gives

E_el = A(<x²> − x̄²),  A = vYε0².

For two phases the variance is ω(1 − ω)(Δx)², so g = ω(1 − ω).

Could another pattern cost less? Resolve it into waves with directions n. Let s = C11 + 2C12 and let b be the displacement amplitude, scaled by the wavenumber, of a wave with misfit amplitude ε. Its energy density is proportional to

½[3sε² − 2sε n·b + b·Kb],

where K is the matrix of elastic constants contracted twice with n. Set D = C11 − C12 − 2C44. For a cubic crystal

K = C44 I + (C12 + C44) nnᵀ + D diag(nᵢ²).

Subtract C11(n·b)² from b·Kb. Using n·n = 1, the remainder is a sum over the pairs i < j:

C44[(nᵢbⱼ)² + (nⱼbᵢ)²] + 2(C44 − C11 + C12)(nᵢbⱼ)(nⱼbᵢ).

Each term is non-negative if the coefficient C44 − C11 + C12 lies between −C44 and C44. The upper limit holds because C11 > C12; the lower one requires D ≤ 0, the case of a soft <100> direction. Then b·Kb ≥ C11(n·b)². Minimizing the resulting lower bound over n·b gives ½ε²(3s − s²/C11). Since 3C11 − s = 2(C11 − C12), this equals Yε². The (100) layers attain the bound. In an isotropic solid D = 0, the choice b parallel to n attains it for every direction, and every pattern has the same energy at given variance.

For the constants used below, one random three-dimensional pattern tested cost about 1.7 times the bound, so the (100) arrangement matters.

**3. The chemical contribution, alone and with elasticity**

Let f(x) be the free energy per metal atom of uniform, stress-free material. Without elasticity, the lowest energy at a given mean is the common tangent of f. Its slope is one chemical potential, μ_eq, at every phase fraction. Apart from interface energy there is then no hump and no macroscopic hysteresis.

With coherency the energy per metal atom is

<f> + A(<x²> − x̄²) = <f + Ax²> − Ax̄².

At fixed x̄ the last term is a constant, so the phases follow from the common tangent of f̃ = f + Ax². Call its slope μ̃ and its contact points xα and xβ. They do not depend on phase fraction. Between them the minimum energy is

G(x̄) = f̃(xα) + μ̃(x̄ − xα) − Ax̄²,

and its derivative is

μ(x̄) = μ̃ − 2Ax̄.

The potential needed to hold the mixture falls as hydrogen enters. Each converted part enlarges the whole body, which reduces the misfit of the next part to convert.

**4. The contribution of the open boundary**

In a closed crystal x̄ is fixed, and among fine-domain states the mixture just found is the stable one. A crystal open to gas minimizes G − μx̄, whose second derivative in the two-phase range is −2A. A mixture in balance with the gas is therefore at a maximum along x̄. A little more hydride makes further conversion favourable; a little less makes the hydride dissolve.

The maximum lies at x̄* = (μ̃ − μ)/(2A). Since μ̃ − μ = 2Ax̄*, the energy there is

G(x̄*) − μx̄* = f̃(xα) − μ̃xα + 2Ax̄*² − Ax̄*² = f̃(xα) − μ̃xα + (μ̃ − μ)²/(4A).

The starting state is the uniform dilute solution xa with f'(xa) = μ. The barrier to absorption per metal atom is thus

W(μ) = f̃(xα) − μ̃xα + (μ̃ − μ)²/(4A) − [f(xa) − μxa].

A continuous path to the hydride must pass through x̄*, and no state with that mean has energy below G(x̄*). Growing (100) layers at fixed xα and xβ reach this value when interface energy is neglected. W is therefore the lowest possible barrier under the stated assumptions, which include domains fine compared with the body. Coarse domains can relax at free faces and pass over a lower barrier.

To find where it vanishes, differentiate. The change of xa contributes nothing because f'(xa) = μ:

dW/dμ = xa − x̄*,
d²W/dμ² = 1/f''(xa) + 1/(2A).

When μ = f'(xα), the tangent condition f'(xα) + 2Axα = μ̃ gives x̄* = xα = xa. Both W and its slope are zero. By the same argument from the hydride side, the barrier to desorption vanishes at f'(xβ). The edges are

μ_abs = μ̃ − 2Axα,  μ_des = μ̃ − 2Axβ,
μ_abs − μ_des = 2A(xβ − xα).

In equilibrium with H₂, μ = ½μ_H2. For an ideal gas this varies as ½kT ln p, so

ln(p_abs/p_des) = 4A(xβ − xα)/(kT).

One condition is needed: xα must lie below the spinodal, where f'' = 0. A uniform change of composition costs no elastic energy in a free body, so its stability is governed by f'', whereas the most easily formed waves short compared with the body are governed by f'' + 2A. A composition that varies linearly across a free body is also free of stress, so this longest mode follows f'' as well. If the spinodal comes before xα, uniform loading becomes unstable first and the spinodal potential replaces μ_abs.

**5. A lattice gas with numbers**

Let a fraction θ = x/x_max of the usable sites be filled. In a mean-field model, and per usable site in units of kT, write

φ(θ) = θ ln θ + (1 − θ) ln(1 − θ) + wθ(1 − θ),  w = 2Tc/T.

Tc is the critical temperature without coherency stress. Let m = (μ − μ_eq)/(kT) and a = Ax_max/(kT). The coherent free energy φ + aθ² equals the mixing entropy term plus (w − a)θ(1 − θ) + aθ. All but the last term is symmetric about θ = ½, so the common tangent has slope a and touches where

ln[θα/(1 − θα)] + (w − a)(1 − 2θα) = 0,  θβ = 1 − θα.

Substituting this in φ' gives

m_abs = φ'(θα) = a(1 − 2θα),  m_des = −m_abs.

Inputs chosen to resemble palladium hydride are T = 300 K, Tc = 570 K, C11 = 230, C12 = 175 and C44 = 70 GPa, lattice parameter 0.389 nm, ε0 = 0.063 and x_max = 0.60. The incoherent plateau is set at a rough 10 Torr. Here D = −85 GPa, so <100> is soft. Then

Y = 55 × 580/230 = 138.7 GPa,
A = 0.01472 nm³ × 138.7 GPa × 0.063² = 0.0506 eV,
a = 0.0506 × 0.60/0.02585 = 1.17,  w = 3.80.

The contact condition gives θα = 0.119 and θβ = 0.881. The spinodal is at 0.156, so the edge formula applies:

m_abs = 1.1735 × 0.7618 = 0.894,
p_abs = 10 exp(2 × 0.894) = 60 Torr,
p_des = 10 exp(−2 × 0.894) = 1.7 Torr.

The pressure ratio is about 36, and the width in chemical potential is 0.046 eV per H atom.

The adjustment of the phases has a sizeable share in this result. If they were held at the incoherent fillings, 0.027 and 0.973, m_abs would be 1.17 × 0.947 = 1.11 and the ratio about 85. That value is only formal: it lies beyond the spinodal potential, m = 0.926, which would cap the ratio at about 41. Coherency draws the compositions together, and at 300 K this brings the edge below the spinodal.

At μ_eq we have m = 0 and θ̄* = ½. The barrier per usable site becomes

W₀ = [φ(θα) − φ(0.027)] + a(1 − 2θα)²/4.

The elastic part is 1.1735 × 0.7618²/4 = 0.170, and the total is 0.228. The remaining 0.058 is the chemical cost of moving the phases away from their incoherent compositions. Elasticity thus supplies about three quarters of the barrier directly. A cube of edge 10 nm has 40,772 usable sites, so the fine-domain formula gives 0.228 × 40,772 ≈ 9300 kT, or 240 eV. For a real cube this is an upper limit, before wall energy is counted: domains comparable in size with the cube relax at its free faces and cost considerably less.

These relations were tested by minimizing the energy over all distributions on a grid of 1001 fillings, for means between 0.02 and 0.98. Well inside the two-phase range the slope agreed with a(1 − 2θ̄) to within 0.001 kT.

**6. Separating the cause by removing it**

The fall of μ with uptake implies a critical hydride fraction. At m = 0.358 the maximum lies at ω = 0.30. A one-dimensional periodic crystal of 200 points was allowed to exchange hydrogen with a reservoir according to

dθ/dt = −[φ'(θ) + 2a(θ − θ̄) − m − 4θ''],

with lengths in grid spacings. The last term gives the walls a finite width. A seed occupying 0.25 of the crystal dissolved, leaving a mean filling of 0.04. A seed of 0.35 grew until the filling was 0.98. With a set to zero and everything else held fixed, the seed of 0.25 also grew to 0.98. In this model the elastic term is what turns a favourable chemical drive into dissolution.

**7. Weighing what was left out**

*Thermal activation.* Near the edge, W ≈ ½[1/(2A) + 1/f''(xα)](μ_abs − μ)². If a total barrier of fixed size can be crossed, the shift of the edge therefore falls as the inverse square root of the number of atoms. With a chosen allowance of 40 kT, the fine-domain volume barrier alone gives absorption at 45, 54 and 59 Torr for cubes of 5, 10 and 50 nm. These values isolate one contribution and are not predictions for particles. At 10 nm the critical hydride layer would be about 0.27 nm thick, less than one lattice parameter, and its interface energy has been omitted.

*Interfaces.* For a chosen interface energy of 0.03 J/m², two walls across the 10 nm cube cost 37 eV, about 16 % of the fine-domain volume barrier at μ_eq. A pattern with only two walls is coarse, however, and relaxes at the side faces, so its elastic energy is smaller and the share of the walls larger. Wall energy scales as the square of the edge length and the volume barrier as its cube, so walls matter more in smaller crystals. The comparison changes near p_abs, where the volume barrier vanishes and the wall energy does not. A local nucleation barrier then remains, and it can delay absorption up to the spinodal pressure of 64 Torr. That is a modest addition to 60 Torr.

*Bending.* A thin plate with hydride on one face can curve. If it is no more than about ten times as wide as it is thick, it can curve equally in both in-plane directions, the case treated here. A much wider plate tends to roll into a cylinder instead and relaxes less. Measure depth z in units of the thickness, from −½ to ½. By curving both ways, the plate can match the part of the misfit that is linear in z. With q = ω(1 − ω), the misfit profile has variance q, its covariance with z has magnitude q/2, and z has variance 1/12. What remains is

g = q − (q/2)²/(1/12) = q − 3q².

This is largest at q = 1/6, where g = 1/12 instead of 1/4. The elastic part of the barrier falls to one third, and the barrier at μ_eq is at most 0.115 kT per site, about half the earlier value. It is an upper bound because one particular path was followed. As ω → 0 the slope of g is still 1, so on this path the pressure at which the barrier vanishes is unchanged. On this path bending lowers the hump without narrowing the loop. Nuclei at the edges and corners of a crystal relax further and cost less elastic energy per volume, so in a faceted crystal the volume barrier can vanish well below 60 Torr. The size of that shift was not calculated.

*Unequal stiffness.* A thin hydride layer in a large metal matrix carries all the misfit, so its own modulus sets the onset. Let r be its modulus relative to the metal. At the edge, the energy of forming a layer of composition x₂ in a matrix x₁,

f(x₂) − f(x₁) − μ(x₂ − x₁) + rA(x₂ − x₁)²,

must be zero and also a minimum in x₂, with μ = f'(x₁). For r = 0.9 the absorption pressure drops from 60 to 54 Torr. At the other edge a thin metal layer carries the misfit. Its modulus has not changed, so p_des stays at 1.7 Torr and the ratio becomes about 32.

*Temperature.* Coherent two-phase states exist when w − a > 2, which means

T < Tc − Ax_max/(2k) = 394 K.

With the other inputs held fixed, the spinodal already sets the edge above 331 K. At 362 K the largest slope of the minimized energy was 0.501 kT, equal to the spinodal value within 0.004 kT. Between 394 and 570 K the model has no fine-domain coherent mixture, although a free crystal can still carry a stress-free composition gradient across its whole extent. Hysteresis remains possible because uniform filling is itself unstable between the spinodals.

*Dislocations.* The misfit between the phases is 0.063 × 0.60 × 0.762 = 2.9 %. A thin hydride layer would carry a biaxial stress of 138.7 × 0.0288 = 4.0 GPa, with a resolved shear stress of 1.6 GPa on eight of the twelve {111}<110> slip systems. This is far above what bulk palladium can bear without plastic flow.

**8. The model beside real palladium**

The inputs are typical of palladium, but the coherent pressure ratio of 36 is not. Bulk palladium near room temperature shows a ratio of very roughly two. The assumption it breaks is coherency: dislocations form during the transformation and relieve most of the misfit. In terms of ln(p_abs/p_des), the model gives 3.6 where the bulk metal shows about 0.7. The coherent mechanism concerns crystals small or perfect enough to transform without dislocations. In small crystals, however, the domains are not fine compared with the body and surfaces alter both the barrier and the plateau, so 36 is a fine-domain value and not a prediction for such crystals.

Among the corrections calculated here for 300 K, spinodal delay and a 10 % change of stiffness each alter the pressures modestly. In a plate that can curve both ways, bending lowers the barrier to about half or less, but leaves its vanishing point in place on the path considered. Relaxation at edges and corners, which was not calculated, can narrow the loop even in a coherent crystal. Loss of coherency, also outside the model, is the likely main reason why bulk metal shows much less hysteresis. The numerical output lists the inputs and the main results.

Table of computed values

```
Temperature: 300 K; critical temperature: 570 K
C11, C12, C44: 230, 175, 70 GPa
Lattice parameter: 0.389 nm
Volume per metal atom: 0.01472 nm3
Linear expansion per H/metal: 0.063 (no unit)
Site limit x_max: 0.60 H/metal
Incoherent plateau pressure: 10.0 Torr
Soft biaxial modulus Y: 138.7 GPa
Random pattern energy / lower bound: 1.658
Coherency coefficient A: 0.0506 eV per metal atom
kT: 0.02585 eV; w: 3.800; a: 1.1735
Incoherent dilute filling: 0.0267
Coherent fillings alpha, beta: 0.1191, 0.8809
Coherent x alpha, beta: 0.0715, 0.5285 H/metal
Spinodal filling: 0.1559
Absorption edge m_abs: 0.8939 kT per H
Hysteresis width in mu_H: 0.0462 eV per H
Absorption pressure: 59.76 Torr
Desorption pressure: 1.673 Torr
Pressure ratio: 35.72
Barrier at p_eq: 0.2281 kT per usable site
Usable sites in 10 nm cube: 40772
Barrier of 10 nm cube at p_eq: 240.5 eV
Same barrier: 9301 kT
Chosen thermal barrier allowance: 40 kT
Absorption pressure, 5 nm cube: 44.71 Torr
Absorption pressure, 10 nm cube: 54.26 Torr
Absorption pressure, 50 nm cube: 59.28 Torr
Coherent critical temperature: 394.0 K
Spinodal sets the edge above: 330.8 K
Hot test at 362.4 K: largest m 0.5008 kT
Seed test m: 0.3576 kT; critical fraction: 0.30
Final filling, seed 0.25, coherent: 0.0422
Final filling, seed 0.35, coherent: 0.9824
Final filling, seed 0.25, no elasticity: 0.9824
Spinodal absorption pressure: 63.74 Torr
Chosen interface energy: 0.030 J/m2
Two walls across 10 nm cube: 37.4 eV
Cube edge where walls equal barrier: 1.56 nm
Bent-plate barrier bound at p_eq: 0.1146 kT per site
Bent / unbent barrier: 0.503
Absorption pressure, hydride 10% softer: 54.10 Torr
Misfit strain between phases: 2.88 %
Stress in thin hydride lamella: 3.99 GPa
Resolved shear stress on slip system: 1.63 GPa
```
